# Hyperconjugation or Pauli repulsion in ethane: what a reference state decides

**Q:** Ethane prefers the staggered form because of hyperconjugation. Filled CH bonds on one methyl donate into empty CH antibonds on the other, and they do it better when staggered. Delete those antibonds from the calculation and the preference vanishes. What more could one ask of a cause?

**A:** I would ask what the molecule is being compared with after the deletion. Let $E$ be the restricted Hartree-Fock energy, and let $\Delta$ mean eclipsed minus staggered, so that a positive contribution favours the staggered form. A deletion supplies a second energy $E_{\rm ref}$, that of a determinant in which donation is forbidden. Adding and subtracting it gives

$$\Delta E=\Delta E_{\rm ref}+\Delta(E-E_{\rm ref}).$$

The last term is called the hyperconjugative part. The wavefunction fixes $E$. It does not fix $E_{\rm ref}$, because "without donation" acquires a meaning only when someone says which orbitals the electrons would otherwise occupy.

**Q:** They would occupy the localized bonds. Surely any sensible choice gives nearly the same bonds.

**A:** Suppose two choices, 1 and 2, are applied to the same $E$. Their hyperconjugative parts differ by

$$\Delta(E-E_1)-\Delta(E-E_2)=\Delta E_2-\Delta E_1 .$$

The barrier is only about a tenth of an eV. Two references may look alike and still differ by that much in how their energies change on rotation. One source of difference is overlap: orbitals built on one methyl are not orthogonal to those on the other.

**Q:** Then orthogonalize them. A determinant doesn't care.

**A:** It doesn't care if you orthogonalize filled orbitals among themselves. Put their coefficients in the columns of $T$, with basis overlap matrix $S$ and $M=T^TST$. The columns of $TM^{-1/2}$ are orthonormal, so with two electrons in each the density matrix is

$$D=2\,TM^{-1}T^T .$$

Replace $T$ by $TA$ with any invertible $A$. Then $M$ becomes $A^TMA$, and

$$2\,TA\,(A^{-1}M^{-1}A^{-T})\,A^TT^T=2\,TM^{-1}T^T .$$

The density, and with it the energy, is unchanged. But natural bond orbitals are built from atomic functions that were first made orthogonal between atoms, and the same functions make up the bonds and the antibonds. Such a step can mix empty orbitals into filled ones, which no matrix $A$ acting on the filled set can do. Orthogonality alone does not force this mixing: projecting the filled orbitals out of the empty ones makes the two sets orthogonal and leaves the determinant as it was. What matters is how much of the change the filled orbitals bear.

**Q:** How much can such a small mixing matter?

**A:** Take one filled orbital $b$ and one empty orbital $a$, both normalized, in a mean-field model whose energy is twice the occupied level. Let

$$F=\begin{pmatrix}\varepsilon_b&\beta\\ \beta&\varepsilon_a\end{pmatrix},\quad
S=\begin{pmatrix}1&s\\ s&1\end{pmatrix},\quad g=\varepsilon_a-\varepsilon_b>0,\quad K=\beta-s\varepsilon_b .$$

First keep $b$ as it is. The levels obey $(\varepsilon_b-E)(\varepsilon_a-E)=(\beta-sE)^2$. Setting $E=\varepsilon_b+x$ turns this into

$$-x(g-x)=(K-sx)^2 .$$

For $s$ and $K/g$ both small, $x$ is of second order, so the leading terms are $-xg=K^2$. Two electrons gain the delocalization energy

$$E_{\rm deloc}^{\rm non}=-\frac{2K^2}{g}.$$

Now orthogonalize symmetrically, which replaces $F$ by $F'=S^{-1/2}FS^{-1/2}$. The eigenvectors of $S$ are $(1,\pm1)/\sqrt2$ with eigenvalues $1\pm s$. Hence $S^{-1/2}$ has diagonal elements $p$ and off-diagonal elements $q$, where

$$p+q=\frac1{\sqrt{1+s}},\qquad p-q=\frac1{\sqrt{1-s}} .$$

Half the sum of the squares of these equations, half their difference, and their product give

$$p^2+q^2=\frac1{1-s^2},\quad 2pq=-\frac{s}{1-s^2},\quad p^2-q^2=\frac1{\sqrt{1-s^2}} .$$

The new filled orbital is $b'=pb+qa\approx b-\tfrac12sa$: it carries a tail on the acceptor. Its level is $F'_{bb}=p^2\varepsilon_b+2pq\beta+q^2\varepsilon_a$, or

$$F'_{bb}=\frac{\tfrac12(\varepsilon_a+\varepsilon_b)-s\beta}{1-s^2}-\frac{g}{2\sqrt{1-s^2}} .$$

Expand to second order, counting $\beta$ as first order in $s$ because $\beta=K+s\varepsilon_b$:

$$F'_{bb}\approx\varepsilon_b-s\beta+\tfrac12s^2(\varepsilon_a+\varepsilon_b)-\tfrac14s^2g .$$

Insert $\beta=K+s\varepsilon_b$ and $\varepsilon_a+\varepsilon_b=2\varepsilon_b+g$. The terms in $s^2\varepsilon_b$ cancel, leaving $\varepsilon_b-sK+\tfrac14s^2g$. For two electrons the reference has risen by

$$R=-2sK+\tfrac12s^2g .$$

**Q:** And the donation energy grows to compensate?

**A:** It has to, since the final level is the same. The coupling confirms it. To first order,

$$F'_{ba}=(p^2+q^2)\beta+pq(\varepsilon_a+\varepsilon_b)\approx\beta-\tfrac12s(2\varepsilon_b+g)=K-\tfrac12sg,$$

and therefore

$$E_{\rm deloc}^{\rm orth}=-\frac{2(K-\frac12sg)^2}{g}=-\frac{2K^2}{g}+2sK-\tfrac12s^2g=E_{\rm deloc}^{\rm non}-R .$$

For an in-phase, bonding interaction $sK<0$, and both terms of $R$ are positive.

Take $\varepsilon_b=-15$ eV, $\varepsilon_a=5$ eV, $K=-1.5$ eV and $s=0.1$. The nonorthogonal account gives $-2(1.5)^2/20=-0.225$ eV. The orthogonal coupling is $-1.5-1.0=-2.5$ eV, which gives $-2(2.5)^2/20=-0.625$ eV. Diagonalization gives $-0.2205$ and $-0.6248$ eV, so the second-order values are too large in magnitude by about 2% and by less than 0.1%. An overlap of one tenth has nearly tripled the "donation", and the final state is the same.

**Q:** Perhaps the larger number is the right one, and the nonorthogonal account misses some donation.

**A:** Look at the limit $K=0$. Then $\beta=s\varepsilon_b$, and the vector $(1,0)$ satisfies $Fc=\varepsilon_bSc$. The orbital $b$ is already an eigenstate and nothing needs to delocalize. The orthogonal account still reports $-\tfrac12s^2g$ to second order in $s$, because it first put an acceptor tail into $b$ and then credited its removal. In the other limit, $s\to0$ at fixed $K$, the two accounts agree.

The nonorthogonal account has its own weakness. Its filled orbital overlaps the acceptor, so part of the charge it calls "on the donor" could equally be described with the acceptor's functions. Neither choice removes the ambiguity that overlap creates.

**Q:** You said the reference rises. Where does Pauli repulsion enter?

**A:** Through overlap between filled orbitals. Take two of them with equal level $\varepsilon$, coupling $\beta$ and overlap $s$. The energy of four electrons is ${\rm Tr}(DF)=2\,{\rm Tr}(M^{-1}F)$, where

$$M^{-1}=\frac1{1-s^2}\begin{pmatrix}1&-s\\-s&1\end{pmatrix}.$$

The trace gives $4(\varepsilon-s\beta)/(1-s^2)$. Subtracting $4\varepsilon$ for the separate pairs leaves

$$E_{\rm P}=\frac{4(\varepsilon-s\beta)-4\varepsilon(1-s^2)}{1-s^2}=-\frac{4s(\beta-s\varepsilon)}{1-s^2}.$$

With $\varepsilon=-15$ eV, $\beta=-5$ eV and $s=0.2$ we have $\beta-s\varepsilon=-2$ eV, and the rise is $1.6/0.96=1.667$ eV. A nonorthogonal fragment analysis displays this as a separate term. In an orthogonal orbital set the overlap has been removed beforehand, and its cost is contained in the orbital energies.

**Q:** Fine, but this is a model. My evidence is ethane itself.

**A:** Then take ethane at the RHF/6-31G* level (with five d functions on each carbon), rotated rigidly, with chosen round dimensions: CC 1.53 angstrom, CH 1.09 angstrom, HCC angle 111 degrees. The energies are $-2155.9081$ eV staggered and $-2155.7700$ eV eclipsed, so the barrier is 0.1381 eV, or 13.3 kJ/mol. Correlation, vibration and full geometry optimization are left out. Both analyses start from these same two determinants.

**Q:** Do mine first, and say what is done.

**A:** On each atom, for each angular momentum, the density is averaged over orientations and diagonalized, which gives atomic functions with occupations. The functions of the minimal set are orthogonalized between atoms with these occupations as weights, so that well-filled ones change least. The remaining functions are made orthogonal to that set and then to one another, symmetrically and without weights, a simplification of the usual procedure.

In this basis the carbon cores are found and removed. For each bonded pair of atoms the two-centre density block is diagonalized, and its most occupied eigenvector is split into two hybrids. The hybrids on each carbon are orthogonalized together with the core. The $2\times2$ density of each hybrid pair then gives a bond and an antibond. The nine core and bond orbitals hold 99.72% of the electrons in the staggered form and 99.77% in the eclipsed form.

For the deletion, the Fock elements between CH bonds of one methyl and CH antibonds of the other are set to zero. The matrix is diagonalized once, the nine lowest orbitals are filled, and the full Hartree-Fock energy of that determinant is evaluated. It lies above $E$ by 0.8264 eV staggered and 0.6366 eV eclipsed.

**Q:** So donation stabilizes the staggered form by 0.19 eV more.

**A:** Yes: $0.8264-0.6366=0.1898$ eV, which is 137% of the barrier. The reference keeps $0.1381-0.1898=-0.0517$ eV, so after the deletion the eclipsed form is the lower one. Your description of the deletion is correct.

**Q:** Then what does the other analysis do with the same determinants?

**A:** It uses the threefold axis. Combinations of basis functions that are unchanged by a 120 degree turn are called $a_1$; the others come in pairs and are called $e$. The Fock and overlap matrices respect the turn and do not connect the two types. Of the nine filled orbitals, five are $a_1$, among them the CC bond, and four are $e$. The reference leaves the $a_1$ orbitals free and confines two filled $e$ orbitals to the functions of each methyl. Orbitals of different methyls may overlap.

Their shapes are found by minimizing the energy. Let $U$ hold the functions allowed to one set, and let $Q$ be half the density matrix of all the other filled orbitals. Adding other filled orbitals to the members of this set leaves the determinant's span unchanged, so one may use the projected functions $V=(1-QS)U$ and solve

$$(V^TFV)\,c=\epsilon\,(V^TSV)\,c .$$

The lowest solutions are filled, the confined orbitals are $Uc$, and the sets are treated in turn until the density stops changing. Two tests support the result: with the two $e$ sets merged the procedure returns the Hartree-Fock energy, and small changes within a methyl's own functions raise the energy symmetrically.

**Q:** And the Pauli term?

**A:** For a density matrix $D$ the energy expression is

$$E[D]=E_{\rm nn}+{\rm Tr}\,Dh+\tfrac12{\rm Tr}\,DJ[D]-\tfrac14{\rm Tr}\,DK[D],$$

with nuclear repulsion $E_{\rm nn}$, one-electron matrix $h$, and Coulomb and exchange matrices $J$ and $K[D]$. Let $D_A$, $D_L$ and $D_R$ be the densities of the $a_1$ set and of the left and right $e$ sets, each formed by itself. In $E[D_A+D_L+D_R]$ the exchange between left and right occurs twice, as $-\tfrac14\cdot2\,{\rm Tr}\,D_LK[D_R]$. Removing it gives

$$E_{\rm qc}=E[D_A+D_L+D_R]+\tfrac12{\rm Tr}\,D_LK[D_R],\qquad E_{\rm Pauli}=E_{\rm block}-E_{\rm qc}.$$

Here $E_{\rm block}$ is the energy of the properly antisymmetrized reference, and the three densities are built from its orbitals. That is a further choice: orbitals optimized for $E_{\rm qc}$ itself divide the barrier somewhat differently, moving about 0.006 eV from the Pauli to the quasiclassical part in 6-31G*. The quasiclassical energy $E_{\rm qc}$ also contains the nuclear repulsion and the response of the $a_1$ electrons, so it is more than electrostatics between methyl groups.

**Q:** How large is the hyperconjugation now?

**A:** The reference lies above $E$ by 0.2743 eV staggered and 0.2554 eV eclipsed. The difference is 0.0189 eV, or 14% of the barrier. The Pauli energy rises from 1.1947 to 1.3331 eV, a contribution of 0.1384 eV. With the quasiclassical part the sum is

$$0.1384-0.0192+0.0189=0.1381\ {\rm eV}.$$

The largest overlap between filled $e$ orbitals of the two methyls rises from 0.147 to 0.155, the direction in which the four-electron formula raises the energy if $\beta-s\varepsilon$ does not weaken. In this account the staggered form is preferred because the eclipsed form has more Pauli repulsion.

**Q:** That isn't a fair match. You freed all the $a_1$ orbitals, whereas my deletion also removes $a_1$ donation.

**A:** The symmetry type can be matched, though the deletion still touches only bond-antibond couplings. In the $3\times3$ Fock block between three CH bonds and three vicinal antibonds, keep the part that couples the totally symmetric combinations and delete the rest. The hyperconjugative part is then 0.1919 eV, almost the same as before. If instead every electron is put into the core and bond orbitals, with no delocalization of any kind, it is 0.1830 eV. The disagreement with 0.0189 eV does not come from the $a_1$ donation.

**Q:** But your methyl orbitals were optimized and my bonds were not. Perhaps that is the difference, and orthogonality is innocent.

**A:** The two references do differ in both respects, so one should change orthogonality alone. In the minimal STO-3G basis each methyl has two filled and two empty $e$ orbitals, and the filled pair fixes the space of the empty pair. Keep the optimized filled orbitals. Orthogonalizing them among themselves leaves the energy unchanged, as tested. Then orthogonalize all eight orbitals symmetrically and fill the descendants of the same four.

The hyperconjugative part jumps from 0.0286 to 0.2341 eV, from 22% to 178% of the STO-3G barrier. The reference has risen by 0.8088 eV staggered and 0.6033 eV eclipsed, and the difference of 0.2055 eV is the whole jump. The largest filled-empty overlap is 0.079 staggered and 0.068 eclipsed. That fits the formula for $R$, which grows with overlap when $sK<0$, though the couplings may change on rotation too.

So symmetric orthogonalization with the empty orbitals is sufficient to reverse the verdict. The recipe matters: had only the empty orbitals been altered to reach orthogonality, the filled determinant would be unchanged and the hyperconjugative part would stay at 0.0286 eV. It does not follow that symmetric orthogonalization accounts for the natural bond orbital value in detail: that value is 0.1462 eV in this basis, below 0.2341 eV. The two constructions also differ in their starting orbitals and in the use of occupation weights, and the separate effects of these were not tested.

**Q:** Your reference has the lower energy. Doesn't the variational principle make it the better one?

**A:** It makes it the best determinant under its own confinement. It does not show that this confinement is what "no hyperconjugation" must mean. The confinement also depends on labelling basis functions by atom. Imagine enlarging the functions on each methyl until either set could describe any $e$ orbital of the molecule. The constraint would then forbid nothing, $E_{\rm block}$ would equal $E$, and the hyperconjugation energy would be zero by definition. The value therefore depends on how local the basis functions are, and it loses its meaning in that limit.

For the modest sets tried here the conflict persists (all in eV):

| Basis | Barrier | Pauli | Block hyperconj. | NBO hyperconj. |
|---|---|---|---|---|
| STO-3G | 0.1315 | 0.1151 | 0.0286 | 0.1462 |
| 6-31G | 0.1282 | 0.1311 | 0.0181 | 0.1893 |
| 6-31G* | 0.1381 | 0.1384 | 0.0189 | 0.1898 |

These values are not converged in the basis. In 6-31G**, 6-311G** and 6-311++G** the barrier stays between 0.139 and 0.141 eV, but the Pauli part ranges from 0.138 to 0.157 eV and the block hyperconjugation from 0.011 to 0.020 eV, the smallest value coming with diffuse functions. The bond-orbital deletion gives 0.19 to 0.26 eV, depending on the basis and on how the atomic functions are orthogonalized. The conflict remains; the digits do not.

**Q:** If I accept nonorthogonal fragments, may I at least say that Pauli repulsion causes the barrier?

**A:** You may say it for this reference and this rigid rotation. Let the CC bond of the eclipsed form lengthen by 0.015 angstrom, a chosen amount and not an optimized one. The barrier hardly moves, from 0.1381 to 0.1345 eV. The Pauli contribution falls from 0.1384 to 0.0657 eV, about half the barrier. The quasiclassical part changes sign, from $-0.0192$ to $+0.0327$ eV, and the block hyperconjugation rises to 0.0360 eV. The orthogonal analysis now reports 0.2313 eV.

Stretching changes every component, and here the large changes nearly cancel in the total. Even within one method, then, the shares depend on which two geometries are compared. Pauli repulsion is still the largest of the three terms here, but it no longer matches the barrier by itself.

**Q:** Could an experiment settle it?

**A:** An experiment can measure the barrier, or how it changes with a substituent. Those are differences between states of real molecules. The reference determinants are not states that ethane passes through, and their energies enter only after a definition has been chosen. One may prefer a definition because it predicts trends well or suits a particular question. That is a reason for using it, and the resulting share still belongs to that definition.

**Q:** Then I should withdraw hyperconjugation as the explanation?

**A:** Withdraw the claim that it is the cause whatever the method. In the basis sets tried, both analyses find more delocalization energy in the staggered form, so they agree on its direction. They disagree on its size by a factor of ten in 6-31G*, enough to exchange the leading role. A statement that survives is this: for rigid rotation at this level, deletion in orthogonal natural bond orbitals assigns 0.19 eV of a 0.14 eV barrier to vicinal hyperconjugation, while the nonorthogonal methyl reference assigns 0.02 eV to hyperconjugation and 0.14 eV to Pauli repulsion. The numerical output below gives the values for both forms.

## Table of computed values

```
MODEL: eb=-15, ea=5, K=-1.5 eV, s=0.1
delocalization, nonorthogonal: exact -0.2205, 2nd order -0.2250 eV
delocalization, orthogonal: exact -0.6248, 2nd order -0.6250 eV
rise of orthogonal reference: exact 0.4043, 2nd order 0.4000 eV
Pauli model: eps -15.0, beta -5.0 eV, s 0.2
Pauli model rise: 1.6667 eV
ETHANE: CC 1.530, CH 1.090 angstrom, HCC 111 deg
RHF/6-31G*, rigid rotation
E staggered: -2155.9081 eV
E eclipsed:  -2155.7700 eV
barrier: 0.1381 eV = 13.32 kJ/mol
Reference energy above E: staggered, eclipsed (eV)
  methyl block: 0.2743, 0.2554
  NBO vicinal deletion: 0.8264, 0.6366
  NBO vicinal, e part: 0.6970, 0.5051
  NBO full Lewis: 1.7445, 1.5615
Hyperconjugation part of barrier (eV, % of barrier)
  methyl block: 0.0189, 13.7%
  NBO vicinal deletion: 0.1898, 137.5%
  NBO vicinal, e part: 0.1919, 139.0%
  NBO full Lewis: 0.1830, 132.5%
Barrier left in the reference (eV)
  methyl block 0.1192, NBO vicinal -0.0517
Methyl-block division of the barrier (eV)
  Pauli 0.1384, quasiclassical -0.0192, hyperconj. 0.0189
Pauli energy: staggered 1.1947, eclipsed 1.3331 eV
filled-filled e overlap: staggered 0.1472, eclipsed 0.1546
Lewis occupancy: staggered 99.72%, eclipsed 99.77%
Basis: barrier, Pauli, block hyperconj., NBO hyperconj. (eV)
  sto-3g: 0.1315, 0.1151, 0.0286, 0.1462
  6-31g: 0.1282, 0.1311, 0.0181, 0.1893
  6-31g*: 0.1381, 0.1384, 0.0189, 0.1898
STO-3G, filled methyl orbitals orthogonalized with empty ones
  hyperconj. before 0.0286, after 0.2341 eV
  share before 21.7%, after 178.1%
  reference rise: staggered 0.8088, eclipsed 0.6033 eV
  filled-empty overlap: staggered 0.0793, eclipsed 0.0675
Eclipsed CC lengthened by 0.015 angstrom, 6-31G* (eV)
  barrier 0.1345, Pauli 0.0657, quasiclassical 0.0327
  hyperconj.: block 0.0360, NBO 0.2313
```
